# The Perkins expansion of $r_{12}^k$ and when its sums terminate

Two electrons repel each other with the potential $1/r_{12}$, and an exact wave function that does not vanish where they meet contains a term linear in $r_{12}$ there. Hylleraas-type trial functions therefore carry powers of $r_{12}$ explicitly, and their matrix elements are integrals of $r_{12}^k$, with $k=-1,0,1,2,\dots$, against one-electron functions centred on the nucleus. For two electrons $r_{12}$ can serve as an integration variable. For three or more electrons the integrand contains several distances at once, and one route is to separate each $r_{ij}^k$ into radial factors and functions of the angle between the two position vectors. The cost depends on whether the resulting sums are finite. They are of two kinds, a sum over the angular index $l$ and, for each $l$, a sum over radial powers. The Perkins expansion gives the coefficients in closed form and decides which sum stops.

## Conventions and statement

Hartree atomic units are used, with lengths in bohr. The radii are $r_1,r_2$, the angle between the position vectors is $\theta$, $t=\cos\theta$, $r_<=\min(r_1,r_2)$, $r_>=\max(r_1,r_2)$ and $x=r_</r_>$, so that
$$r_{12}^2=r_1^2+r_2^2-2r_1r_2t=r_>^2\,(1-2xt+x^2).$$
The rising factorial is $(a)_n=a(a+1)\cdots(a+n-1)$, $(a)_0=1$, and it obeys $(a)_{m+n}=(a)_m(a+m)_n$. The radial functions are defined by projection,
$$R_{kl}(r_1,r_2)=\frac{2l+1}{2}\int_{-1}^{1}r_{12}^k\,P_l(t)\,dt .$$

**Theorem.** Let $k$ be an integer and $r_1\ne r_2$. Then
$$r_{12}^k=\sum_{l\ge0}P_l(t)\,R_{kl},\qquad R_{kl}=\sum_{j\ge0}C_{klj}\,r_<^{\,l+2j}\,r_>^{\,k-l-2j},$$
with absolute convergence, uniform in $t$, and
$$C_{klj}=\frac{(2l+1)\,(-\tfrac k2)_{l+j}\,(-\tfrac{k+1}2)_j}{(\tfrac32)_{l+j}\;j!}.\tag{1}$$
For $k\ge-1$ this equals the Perkins form
$$C_{klj}=\frac{2l+1}{k+2}\binom{k+2}{2j+1}\prod_{s=0}^{\min(l-1,\lfloor (k+1)/2\rfloor)}\frac{2j+2s-k}{2j+2l-2s+1},\tag{2}$$
where an empty product is 1.

(a) For even $k\ge0$, $C_{klj}\neq0$ exactly when $l+j\le k/2$, and $C_{klj}=C_{kl,\,k/2-l-j}$.

(b) For odd $k\ge-1$, $C_{klj}\ne0$ exactly when $j\le(k+1)/2$: every $l$ occurs, each with $(k+3)/2$ radial terms.

(c) For $k\le-2$ neither sum terminates.

(d) For odd $k\ge1$ the expansion also holds at $r_1=r_2$, where $R_{kl}$ falls off as $l^{-k-1}$.

The summary "finite in $l$ for even $k$, finite in $j$ for odd $k$" thus holds only for $k\ge-1$.

## Lemma 0: Legendre polynomials

Define $P_l=\frac{1}{2^ll!}\frac{d^l}{dt^l}(t^2-1)^l$. It has degree $l$ and parity $(-1)^l$, and its leading coefficient, from the term $t^{2l}$, is $(2l)!/(2^l\,l!^2)$. Since $(2l)!=(1\cdot3\cdots(2l-1))\,(2\cdot4\cdots2l)=2^l(\tfrac12)_l\;2^l\,l!$, this coefficient is $2^l(\tfrac12)_l/l!$.

Integrating by parts $l$ times, with boundary terms that vanish because the $m$-th derivative of $(t^2-1)^l$ keeps a zero of order $l-m$ at $t=\pm1$, gives
$$\int_{-1}^1 gP_l\,dt=\frac{1}{2^ll!}\int_{-1}^1 g^{(l)}(1-t^2)^l\,dt,\tag{3}$$
the sign $(-1)^l$ having been absorbed into $(1-t^2)^l$. Hence $P_l$ is orthogonal to all polynomials of lower degree. One more integral is needed. For $\sigma>-1$, integrating $(1-t)^\sigma$ and differentiating $(1+t)^l$, $l$ times over, gives
$$\int_{-1}^1(1-t)^\sigma(1+t)^l\,dt=\frac{l!}{(\sigma+1)_l}\int_{-1}^1(1-t)^{\sigma+l}dt=\frac{2^{\sigma+l+1}\,l!}{(\sigma+1)_{l+1}}.\tag{4}$$
With $g=P_l$, $g^{(l)}=(2l)!/(2^ll!)$ and $\sigma=l$, where $(l+1)_{l+1}=(2l+1)!/l!$, equations (3) and (4) give $\int P_l^2\,dt=2/(2l+1)$.

Let $\Lambda=\partial_t(1-t^2)\partial_t$. Two integrations by parts show $\int g\,\Lambda h=\int h\,\Lambda g$ for smooth $g,h$, because $1-t^2$ kills the boundary terms. $\Lambda$ does not raise the degree of a polynomial, so $\Lambda P_l$ is orthogonal to all lower degrees and is a multiple of $P_l$. From $\Lambda t^l=-l(l+1)t^l+l(l-1)t^{l-2}$ the multiple follows: $\Lambda P_l=-l(l+1)P_l$.

## Lemma 1: the form of the radial series

*For $x<1$, $R_{kl}=r_>^k\sum_jC_{klj}x^{l+2j}$ with constants $C_{klj}$, and $C_{kl0}=(-\tfrac k2)_l/(\tfrac12)_l$.*

*Proof.* Factor $1-2xt+x^2=(1-xe^{i\theta})(1-xe^{-i\theta})$. The binomial series $(1-z)^{k/2}=\sum_mb_mz^m$, $b_m=(-\tfrac k2)_m/m!$, converges absolutely for $|z|<1$. The two factors are complex conjugates, so their product is the positive number $(r_{12}/r_>)^k$:
$$(1-2xt+x^2)^{k/2}=\sum_nG_n(t)\,x^n,\qquad G_n=\sum_{m=0}^nb_mb_{n-m}e^{i(2m-n)\theta}.$$
Thus $|G_n|\le B_n=\sum_m|b_m||b_{n-m}|$, and $\sum_nB_nx^n=(\sum_m|b_m|x^m)^2$ converges for $x<1$, so the series in $n$ is uniform in $t$.

For small $x$ the same function can be expanded in $u=x(x-2t)$. The term $\binom{k/2}{m}x^m(x-2t)^m$ contributes $\binom{k/2}{m}\binom{m}{n-m}(-2t)^{2m-n}$ to $x^n$, for $n/2\le m\le n$. Taylor coefficients are unique, so $G_n$ is a polynomial in $t$ of degree at most $n$ and parity $(-1)^n$. It is a finite combination of $P_n,P_{n-2},\dots$, which defines the constants:
$$G_n=\sum_{l+2j=n}C_{klj}P_l .\tag{5}$$
Projecting the uniformly convergent series term by term gives the stated form.

For $j=0$ compare the coefficients of $t^l$ in $G_l$. On the right of (5) only $P_l$ has degree $l$. On the left only $m=l$ contributes, with $\binom{k/2}{l}(-2)^l=2^l(-\tfrac k2)_l/l!$, since $\binom al=(-1)^l(-a)_l/l!$. Dividing by $2^l(\tfrac12)_l/l!$ gives $C_{kl0}$. $\square$

## Lemma 2: the radial recurrence

$$(2j+2)(2l+2j+3)\,C_{kl,j+1}=(k-2l-2j)(k+1-2j)\,C_{klj}.\tag{6}$$

*Proof.* In spherical coordinates centred on $\mathbf r_2$, with $\rho=r_{12}$, $\nabla_1^2\rho^k=\rho^{-2}\partial_\rho(\rho^2k\rho^{k-1})=k(k+1)\rho^{k-2}$. The same holds for $\nabla_2^2$ about $\mathbf r_1$, so $\nabla_1^2r_{12}^k=\nabla_2^2r_{12}^k$ for $r_{12}\neq0$. Now use coordinates centred on the nucleus. For $\nabla_1^2$ take the polar axis along the fixed vector $\mathbf r_2$; the polar angle of $\mathbf r_1$ is then $\theta$, there is no azimuthal dependence, and $\nabla_1^2=r_1^{-2}[\partial_{r_1}r_1^2\partial_{r_1}+\Lambda]$. Exchanging the labels gives $\nabla_2^2$ with the same $\Lambda$. For $r_1\ne r_2$ the function is smooth on $-1\le t\le1$, so we may multiply by $\frac{2l+1}2P_l$, integrate, take the radial derivatives outside and move $\Lambda$ onto $P_l$:
$$D_1R_{kl}=D_2R_{kl},\qquad D_i=r_i^{-2}\left[\partial_{r_i}r_i^2\partial_{r_i}-l(l+1)\right].$$
On a power, $D\,r^p=[p(p+1)-l(l+1)]r^{p-2}=(p-l)(p+l+1)r^{p-2}$. Take $r_1<r_2$ and differentiate the power series of Lemma 1 term by term inside its radius of convergence. For $p=l+2j$ the factor is $2j(2l+2j+1)$; for $p=k-l-2j$ it is $(k-2l-2j)(k-2j+1)$:
$$\sum_j2j(2l+2j+1)C_{klj}\,r_1^{l+2j-2}r_2^{k-l-2j}=\sum_j(k-2l-2j)(k+1-2j)C_{klj}\,r_1^{l+2j}r_2^{k-l-2j-2}.$$
The term $j=0$ on the left vanishes. The monomial $r_1^{l+2j}r_2^{k-l-2j-2}$ comes from term $j+1$ on the left and term $j$ on the right, which is (6). $\square$

## Proof of the theorem

*Formula (1).* Write $k-2l-2j=-2(l-\tfrac k2+j)$, $k+1-2j=-2(-\tfrac{k+1}2+j)$, $2j+2=2(j+1)$ and $2l+2j+3=2(l+\tfrac32+j)$. The two minus signs and the factors of 2 cancel, and iterating (6) from Lemma 1 gives
$$C_{klj}=\frac{(-\tfrac k2)_l}{(\tfrac12)_l}\,\frac{(l-\tfrac k2)_j(-\tfrac{k+1}2)_j}{(l+\tfrac32)_j\,j!},$$
so the radial sum is the hypergeometric series ${}_2F_1(l-\tfrac k2,-\tfrac{k+1}2;l+\tfrac32;x^2)$. In the numerator $(-\tfrac k2)_l(l-\tfrac k2)_j=(-\tfrac k2)_{l+j}$. In the denominator the product $(\tfrac12)_l(l+\tfrac32)_j$ is $(\tfrac12)_{l+j+1}$ with the factor $l+\tfrac12$ missing, and $(\tfrac12)_{l+j+1}=\tfrac12(\tfrac32)_{l+j}$, so it equals $(\tfrac32)_{l+j}/(2l+1)$. This is (1). Nothing so far required $k$ to be an integer.

*Convergence for $x<1$.* At $k=-1$ the factor $(0)_j$ removes all $j\ge1$, and $C_{-1,l,0}=1$, so (5) reads $G_n=P_n$. Here $b_m=(\tfrac12)_m/m!>0$, and $B_n$ is the coefficient of $x^n$ in $(1-x)^{-1}$, which is 1. Therefore $|P_n|\le1$, with $P_n(1)=1$. For general $k$, projection of (5) gives $|C_{klj}|\le\frac{2l+1}2\int|G_n||P_l|\,dt\le(2l+1)B_n$. Summing over $l\le n$, the double series is dominated by $\sum_n(n+1)^2B_nx^n$, a power series with radius of convergence at least 1. The terms may then be regrouped by $l$ instead of $n$.

*Formula (2).* Split $(-\tfrac k2)_{l+j}=(-\tfrac k2)_j(j-\tfrac k2)_l$ and $(\tfrac32)_{l+j}=(\tfrac32)_j(j+\tfrac32)_l$. Interleaving factors,
$$(-\tfrac{k+1}2)_j(-\tfrac k2)_j=\prod_{i=0}^{j-1}\frac{(2i-k-1)(2i-k)}{4}=4^{-j}(k+1)k\cdots(k+2-2j),$$
where the $2j$ sign changes cancel, and
$$(\tfrac32)_j\,j!=\prod_{i=0}^{j-1}\frac{(2i+3)(2i+2)}4=4^{-j}(2j+1)!.$$
Multiplying and dividing the ratio by $k+2\ge1$ gives $2j+1$ descending factors over $(2j+1)!$, that is $\binom{k+2}{2j+1}/(k+2)$, which vanishes for $2j+1>k+2$. The remainder is
$$\frac{(j-\tfrac k2)_l}{(j+\tfrac32)_l}=\prod_{s=0}^{l-1}\frac{2j+2s-k}{2j+2l-2s+1},$$
where each factor was doubled above and below and the denominators $2j+3,\dots,2j+2l+1$ were listed in descending order. It remains to justify the cut in $s$. Let $k$ be odd and $l-1\ge(k+3)/2$. Over $s=(k+3)/2,\dots,l-1$ the numerators run upward through the odd numbers from $2j+3$ to $2j+2l-2-k$, and the denominators run downward from $2j+2l-k-2$ to $2j+3$. The two sets coincide and their ratio is 1. The descending order of the denominators is essential: cutting the product written with ascending denominators $2j+2s+3$ gives wrong coefficients. Let $k$ be even. The cut matters only if $l-1>k/2$, and then both versions vanish, through the factor $s=k/2-j$ if $j\le k/2$ and through the binomial if $j>k/2$.

*Parts (a) to (c).* The product $(a)_n$ vanishes only if $a=-p$ is a non-positive integer and $n\ge p+1$. For even $k\ge0$, $-\tfrac{k+1}2$ is half an odd integer and never produces a zero, while $(-\tfrac k2)_{l+j}=0$ exactly when $l+j>k/2$. For odd $k\ge-1$ the roles are exchanged: $(-\tfrac k2)_{l+j}\neq0$ always, and $(-\tfrac{k+1}2)_j=0$ exactly when $j>(k+1)/2$. For $k\le-2$ both arguments are positive and there are no zeros. For the symmetry in (a): $r_{12}^k$ is a polynomial in $r_1,r_2,t$, so $R_{kl}$ is a polynomial in $r_1,r_2$, symmetric under exchange. It agrees with $\sum_jC_{klj}r_1^{l+2j}r_2^{k-l-2j}$ on the open set $r_1<r_2$, hence everywhere. Exchange maps the power $l+2j$ of $r_1$ to $k-l-2j=l+2j'$ with $j'=k/2-l-j$.

*Part (d).* Let $k\ge1$ be odd, $r_1=r_2=r$, $\sigma=k/2$. The integrand of $R_{kl}$ is continuous in $(x,t)$ up to $x=1$ and the finite radial sum is a polynomial in $x$, so the formula for $R_{kl}$ holds at $x=1$. Evaluate the projection directly with $g=2^\sigma(1-t)^\sigma$ and $g^{(l)}=2^\sigma(-\sigma)_l(1-t)^{\sigma-l}$. Formula (3) still applies, because each boundary term behaves as $(1-t)^{\sigma-m}(1-t)^{m+1}\to0$. With (4),
$$R_{kl}=r^k\,\frac{2l+1}2\,\frac{2^\sigma(-\sigma)_l}{2^ll!}\,\frac{2^{\sigma+l+1}l!}{(\sigma+1)_{l+1}}=r^k\,(2l+1)\,2^k\frac{(-\sigma)_l}{(\sigma+1)_{l+1}}.$$
Splitting $(-\sigma)_{l+k+2}$ in two ways gives $(-\sigma)_l(l-\sigma)_{k+2}=(-\sigma)_{k+1}(\sigma+1)_{l+1}$. The $k+2$ factors of $(l-\sigma)_{k+2}$ are $l+\tfrac12+c$ with $c=-\tfrac{k+1}2,\dots,\tfrac{k+1}2$. The middle one cancels against $2l+1=2(l+\tfrac12)$ and the others pair up:
$$R_{kl}(r,r)=\frac{2^{k+1}(-\tfrac k2)_{k+1}\;r^k}{\prod_{c=1}^{(k+1)/2}\left[(l+\tfrac12)^2-c^2\right]}.\tag{7}$$
This falls as $(l+\tfrac12)^{-k-1}$, so with $|P_l|\le1$ the series converges absolutely and uniformly to a continuous function. Its difference from $r_{12}^k$ is continuous and orthogonal to every $P_l$, hence to every polynomial. By the Weierstrass approximation theorem it is then orthogonal to itself, and so zero. $\blacksquare$

## Remarks

1. *Low orders.* $k=-1$ is the Laplace expansion $\sum_lP_l\,r_<^l/r_>^{l+1}$. For $k=2$ the coefficients $1,1$ ($l=0$) and $-2$ ($l=1$) restore the cosine rule. For $k=4$ they are $1,\tfrac{10}3,1$; $-4,-4$; $\tfrac83$, each set symmetric. For $k=1$, (1) gives $C_{1l0}=-1/(2l-1)$ and $C_{1l1}=1/(2l+3)$, that is $1,\tfrac13$; $-1,\tfrac15$; $-\tfrac13,\tfrac17$; and so on. As $r_<\to0$ only $C_{k00}=1$ survives and $r_{12}^k\to r_>^k$.

2. *Why odd powers do not terminate.* A finite sum in $l$ is a polynomial in $t$, whereas an odd power of $\sqrt{2-2t}$ has a branch point at $t=1$, where the electrons meet. For $k=1$, (7) is $R_{1l}=-4r/[(2l-1)(2l+3)]=-r[\frac1{2l-1}-\frac1{2l+3}]$. At $t=1$ the full sum is $r_{12}=0$, so the partial sum through $l=L$ is minus the tail, which telescopes to $r[\frac1{2L+1}+\frac1{2L+3}]$. For $r=1$ bohr it is $0.091097$ bohr at $L=10$ and still $0.009901$ bohr at $L=100$. A term linear in $r_{12}$ is therefore reproduced at the coalescence point with an error that falls only as $r/L$. The exponents $\ln(R_{k,50}/R_{k,100})/\ln(100.5/50.5)$, measured against $l+\tfrac12$, are $2.0004$ for $k=1$ and $4.0021$ for $k=3$. They lie slightly above $k+1$ because each factor $1-c^2/(l+\tfrac12)^2$ in the denominator of (7) is smaller at $l=50$ than at $l=100$, which enlarges the ratio.

3. *$r_<,r_>$ versus $r_1,r_2$.* For even $k\ge0$ the replacement of $r_<,r_>$ by $r_1,r_2$ is allowed by (a). For odd $k$ it is a mistake. The function $R_{10}=r_>+r_<^2/(3r_>)$, viewed as a function of $r_1$, has third derivative $0$ below $r_2$ and $-2r_2^2/r_1^4$ above, so radial integrals must be split at $r_1=r_2$.

4. *Failures.* At $k=-1$, $r_1=r_2$, $t=1$ the series is $\sum_l1/r$ and diverges, as it must. For $k\le-2$ form (2) fails in general (it divides by zero at $k=-2$, and for $k\le-4$, $l\ge1$ the cut in $s$ drops the product $(j-\tfrac k2)_l/(j+\tfrac32)_l$, which exceeds 1), but (1) holds: at $k=-3$ it gives $C=2l+1$ for all $j$, so $R_{-3,l}=(2l+1)x^l/[r_>^3(1-x^2)]$, an infinite radial series.

## Worked example

**A point.** Choose $r_1=0.8$, $r_2=1.5$ bohr and $\theta=60^\circ$, so $t=0.5$, $x=0.533333$, $r_{12}^2=1.69$ bohr² and $r_{12}=1.3$ bohr. The first polynomials are $P_0=1$, $P_1=0.5$, $P_2=-0.125$. For $k=1$, in bohr,
$$R_{10}=1.5+\frac{0.8^2}{3\times1.5}=1.642222,\qquad R_{11}=-0.8+\frac{0.8^3}{5\times1.5^2}=-0.754489,$$
and $R_{12}=-0.124885$. The partial sums are $1.642222$, then $1.642222-0.754489\times0.5=1.264978$, then $1.264978+0.124885\times0.125=1.280588$, followed by $1.301458$ at $L=4$ and $1.299926$ at $L=8$. They lie above $1.3$ at $L=0$ and $4$ and below it at $L=1$, $2$ and $8$. Since $R_{1l}<0$ for $l\ge1$, each added term has the sign of $-P_l(0.5)$, which changes with $l$, so the sums move up and down; the listed values cross the limit at least three times, though not between $L=1$ and $L=2$. For $k=3$, $R_{30}=1.5^3+2\times0.8^2\times1.5+0.8^4/(5\times1.5)=5.349613$ bohr³, and the sum at $L=8$ is $2.197028$ against the exact $2.197000$. For $k=2$, $2.89-2.4\times0.5=1.69$ is exact at $L=1$. For $k=4$, $R_{42}=\tfrac83\times0.8^2\times1.5^2=3.84$, and $10.2721-13.872\times0.5-3.84\times0.125=2.8561$ bohr⁴ is exact at $L=2$.

**Orbital integrals.** Take nodeless Slater orbitals $\chi_s=Nr^2e^{-\zeta r}/\sqrt{4\pi}$ and $\chi_p=Nr^2e^{-\zeta r}\sqrt{3/4\pi}\cos\vartheta$, where $\vartheta$ is the angle to the $z$ axis. The exponent is chosen as $\zeta=1.38$ bohr⁻¹. With $\alpha=2\zeta=2.76$ bohr⁻¹, normalization $N^2\int r^6e^{-\alpha r}dr=N^2\,6!/\alpha^7=1$ gives $N^2=\alpha^7/720=1.694459$ bohr⁻⁷. Define
$$J_k=\iint\chi_s^2(1)\,r_{12}^k\,\chi_s^2(2),\qquad K_k=\iint\chi_s\chi_p(1)\,r_{12}^k\,\chi_s\chi_p(2).$$
The angular weights are $1/(4\pi)^2$ and $3\cos\vartheta_1\cos\vartheta_2/(4\pi)^2$. Since $r_{12}$ is unchanged by a joint rotation, the axes $x,y,z$ give equal integrals, and the three products of direction cosines add up to $t$; so $3\cos\vartheta_1\cos\vartheta_2$ may be replaced by $t=P_1$. With $\iint d\Omega_1d\Omega_2\,h(t)=4\pi\cdot2\pi\int h\,dt$, the angular integral is $\tfrac12\int P_lr_{12}^k\,dt=R_{kl}/(2l+1)$, with $l=0$ for $J$ and $l=1$ for $K$. The orbitals select one $l$, and for odd $k$ the finite radial sum does the rest. The radial weight is $N^4r_1^6r_2^6e^{-\alpha(r_1+r_2)}$, and the regions $r_1<r_2$ and $r_1>r_2$ contribute equally:
$$I=\frac{2N^4}{2l+1}\sum_jC_{klj}\,V(6+l+2j,\;6+k-l-2j),\qquad V(m,n)=\int_0^\infty\!da\,a^me^{-\alpha a}\!\int_a^\infty\!db\,b^ne^{-\alpha b}.$$
For integer $n\ge0$, $n$ integrations by parts give the inner integral as $n!\,\alpha^{-n-1}e^{-\alpha a}\sum_{s=0}^n(\alpha a)^s/s!$, and $\int_0^\infty a^{m+s}e^{-2\alpha a}da=(m+s)!/(2\alpha)^{m+s+1}$, so
$$V(m,n)=\frac{n!}{\alpha^{m+n+2}}\sum_{s=0}^n\frac{(m+s)!}{s!\,2^{m+s+1}}.$$
Here $n\ge5-l\ge4$ because $2j\le k+1$. Provided the orbital products of both electrons have the same total exponent $\alpha$, as assumed in its derivation, the closed form for $V$ also serves other Slater orbitals with integer principal numbers $n_a\ge l_a+1$ and $n_b\ge l_b+1$. Their product, with the volume element, carries $r^{n_a+n_b}$ and selects only $l\le l_a+l_b\le n_a+n_b-2$, so for $k\ge-1$ the exponent $n$ is at least $n_a+n_b-l-1\ge1$. If the two products carry different powers of $r$, the regions $r_1<r_2$ and $r_1>r_2$ give different $V$ and are added separately in place of the factor 2. In the present case: Since $m+n+2=14+k$ and $N^4=\alpha^{14}/720^2$, each integral is a rational number times $\alpha^{-k}$:
$$J_{-1}=\frac{2}{720^2}\cdot\frac{535275}{16}\,\alpha=\frac{793}{6144}\,\alpha=0.356230\ \text{hartree}=9.6935\ \text{eV},$$
$$K_{-1}=\frac{2}{3\cdot720^2}\cdot\frac{375165}{16}\,\alpha=\frac{2779}{92160}\,\alpha=0.083225\ \text{hartree}=2.2647\ \text{eV},$$
$$K_1=\frac{2}{3\cdot720^2}\left[-\frac{22949325}{16}+\frac15\cdot\frac{12510855}{16}\right]\alpha^{-1}=-\frac{126217}{76800}\,\alpha^{-1}=-0.595453\ \text{bohr},$$
using $V(6,5)$, $V(7,4)$, and $V(7,6)$ with $V(9,4)$; an integral over $1/r_{12}$ in bohr⁻¹ is an energy in hartree, and 1 hartree is $27.211386$ eV. Likewise $J_1=3.545386$ bohr and $K_3=-26.471513$ bohr³. The signs have a simple origin. The angular integral in $K_k$ is $\tfrac12\int_{-1}^1t\,h(t)\,dt=\tfrac12\int_0^1t\,[h(t)-h(-t)]\,dt$ with $h=r_{12}^k$. At fixed radii $r_{12}$ decreases as $t$ grows, so the bracket is positive for $k<0$ and negative for $k>0$, and the radial weight is positive.

The even case can be confirmed without the expansion. In $r_{12}^2=r_1^2+r_2^2-2\,\mathbf r_1\!\cdot\mathbf r_2$ the first two terms drop out of $K_2$ because $\chi_s$ and $\chi_p$ are orthogonal, and only the $z$ components survive in the third, so $K_2=-2\langle s|z|p\rangle^2$. The angular factor is $\frac{\sqrt3}{4\pi}\int\cos^2\vartheta\,d\Omega=1/\sqrt3$ and $\langle r\rangle=N^2\,7!/\alpha^8=7/\alpha$, so $\langle s|z|p\rangle=7/(\sqrt3\,\alpha)=1.464294$ bohr and $K_2=-\tfrac{98}3\alpha^{-2}=-4.288315$ bohr², the value the expansion gives.

The numerical check below tests the main results by separate routes. It projects the exact Taylor coefficients $G_n$, $n\le10$, on Legendre polynomials in rational arithmetic for $k=-3,\dots,6$ and compares them with (1) and, for $k\ge-1$, with (2), including the predicted zeros in this range and the even-$k$ symmetry. It compares the Laplacians in $(r_1,r_2,t)$ with the Cartesian Laplacian, and the functions $R_{kl}$ with direct quadrature of their defining integral at $x<1$ and $x=1$. It verifies the decay exponent, the telescoped tail and, at the chosen point, the convergence of the sums to $r_{12}^k$ with exact termination for even $k$. It evaluates $J_k$ and $K_k$ by Gauss–Laguerre quadrature in perimetric coordinates, which are linear combinations of $r_1$, $r_2$ and $r_{12}$ and need no Legendre expansion; the two values agree in all eight printed decimals.

## Computed results

```
Coefficients C_klj, j=0,1,... (dimensionless)
k=-1 l=3: 1
k=1 l=0: 1, 1/3
k=1 l=1: -1, 1/5
k=1 l=2: -1/3, 1/7
k=1 l=3: -1/5, 1/9
k=2 l=0: 1, 1
k=2 l=1: -2
k=3 l=0: 1, 2, 1/5
k=3 l=1: -3, -6/5, 3/35
k=3 l=2: 1, -2/7, 1/21
k=3 l=3: 1/5, -2/15, 1/33
k=4 l=0: 1, 10/3, 1
k=4 l=1: -4, -4
k=4 l=2: 8/3
r1=r2: k=1 decay exponent from l=50,100: 2.0004
r1=r2: k=3 decay exponent from l=50,100: 4.0021
r1=r2=1 bohr, t=1, k=1, L=10: error 0.091097 bohr
r1=r2=1 bohr, t=1, k=1, L=100: error 0.009901 bohr
Point: r1=0.8 bohr, r2=1.5 bohr, theta=60 deg, t=0.5, x=0.533333
r12^2=1.690000 bohr^2, r12=1.30000000 bohr
P_l(t), l=0..4: 1.0000000 0.5000000 -0.1250000 -0.4375000 -0.2890625
k=1 R_kl l=0..4 (bohr^1): 1.642222 -0.754489 -0.124885 -0.038319 -0.014199
k=1 sums L=0,1,2,4,8 (bohr^1): 1.642222 1.264978 1.280588 1.301458 1.299926 exact 1.300000
k=2 R_kl l=0..4 (bohr^2): 2.890000 -2.400000 0.000000 0.000000 0.000000
k=2 sums L=0,1,2,4,8 (bohr^2): 2.890000 1.690000 1.690000 1.690000 1.690000 exact 1.690000
k=3 R_kl l=0..4 (bohr^3): 5.349613 -6.001917 0.885680 0.084237 0.017817
k=3 sums L=0,1,2,4,8 (bohr^3): 5.349613 2.348655 2.237945 2.195941 2.197028 exact 2.197000
k=4 R_kl l=0..4 (bohr^4): 10.272100 -13.872000 3.840000 0.000000 0.000000
k=4 sums L=0,1,2,4,8 (bohr^4): 10.272100 3.336100 2.856100 2.856100 2.856100 exact 2.856100
Slater n=3: zeta=1.38 1/bohr, alpha=2.76 1/bohr, N^2=1.694459 bohr^-7
V(6,5)*alpha^13 = 535275/16 = 33454.688
V(7,4)*alpha^13 = 375165/16 = 23447.812
V(7,6)*alpha^15 = 22949325/16 = 1434332.812
V(9,4)*alpha^15 = 12510855/16 = 781928.438
J_-1 = (793/6144) alpha^1 = 0.35623047 bohr^-1; perimetric 0.35623047
K_-1 = (2779/92160) alpha^1 = 0.08322526 bohr^-1; perimetric 0.08322526
J_1 = (90181/9216) alpha^-1 = 3.54538578 bohr^1; perimetric 3.54538578
K_1 = (-126217/76800) alpha^-1 = -0.59545309 bohr^1; perimetric -0.59545309
J_2 = (112) alpha^-2 = 14.70279353 bohr^2; perimetric 14.70279353
K_2 = (-98/3) alpha^-2 = -4.28831478 bohr^2; perimetric -4.28831478
J_3 = (369733/256) alpha^-3 = 68.69434757 bohr^3; perimetric 68.69434757
K_3 = (-712387/1280) alpha^-3 = -26.47151333 bohr^3; perimetric -26.47151333
<s|z|p> = 1.46429416 bohr, -2<s|z|p>^2 = -4.28831478 bohr^2
1 hartree = 27.211386 eV
J_-1 = 9.6935 eV, K_-1 = 2.2647 eV
```
